# The local Chern marker: bulk average, open samples and disorder, part 1

(Sections cited here and not found follow in the second part.)

## First half: from projected positions to the Chern number

### 1. A filled Landau level and a finite droplet

The positions \(x\) and \(y\) of an electron commute. If the electron is confined to a set of occupied states, the projected positions need not commute, and their commutator carries topological information. A Landau level shows this with a few lines of algebra.

Consider an electron in the plane in a uniform field \(B>0\). In Hartree atomic units its charge is \(-1\), so its Hamiltonian is

\[
H=\tfrac12(\pi_x^2+\pi_y^2),\qquad \boldsymbol\pi=\mathbf p+\mathbf A,\qquad [\pi_x,\pi_y]=-iB .
\]

The commutator follows from \([p_x,A_y]+[A_x,p_y]=-i(\partial_xA_y-\partial_yA_x)\). The operator \(a=(\pi_x-i\pi_y)/\sqrt{2B}\) satisfies \([a,a^\dagger]=2i[\pi_x,\pi_y]/2B=1\), and \(H=B(a^\dagger a+\tfrac12)\). Let \(\ell^2=1/B\) and define the guiding centre

\[
X=x-\ell^2\pi_y,\qquad Y=y+\ell^2\pi_x .
\]

Both components commute with \(\pi_x\) and \(\pi_y\). For example, \([X,\pi_x]=i-\ell^2(iB)=0\). They therefore commute with \(H\). Between themselves they obey

\[
[X,Y]=\ell^2[x,\pi_x]-\ell^2[\pi_y,y]-\ell^4[\pi_y,\pi_x]
=i\ell^2+i\ell^2-i\ell^2=i\ell^2 .
\]

Let \(P\) project on the lowest level. The operators \(\pi_x,\pi_y\) are combinations of \(a\) and \(a^\dagger\), which change the level, so \(P\pi_jP=0\). Hence \(PxP=XP\), \(PyP=YP\), and

\[
[PxP,PyP]=i\ell^2P .
\]

To read off the diagonal we need the density \(\langle\mathbf r|P|\mathbf r\rangle\). It is uniform, because a uniform field is unchanged by translations up to a gauge transformation, so it may be evaluated at the origin. Put \(b=(X+iY)/(\sqrt2\,\ell)\), which obeys \([b,b^\dagger]=1\) and commutes with \(a\) and \(a^\dagger\). The states \(|m\rangle\propto(b^\dagger)^m|0\rangle\) span the level. In the symmetric gauge, \(\mathbf A=\tfrac B2(-y,x)\), the state annihilated by \(a\) and \(b\) is \(\psi_0=e^{-r^2/4\ell^2}/\sqrt{2\pi\ell^2}\), and within the level \(b^\dagger\) multiplies by \((x-iy)/(\sqrt2\,\ell)\). Every \(\psi_m\) with \(m\ge1\) vanishes at the origin, so the density is \(|\psi_0(0)|^2=1/(2\pi\ell^2)\). Therefore

\[
-2\pi i\,\langle\mathbf r|[PxP,PyP]|\mathbf r\rangle
=-2\pi i\cdot i\ell^2\cdot\frac1{2\pi\ell^2}=1
\]

at every point. The integer has appeared as a local quantity.

Now keep a finite droplet, with the orbitals \(m=0,\dots,N-1\) occupied and \(P_N\) their projector. The raising operator is cut off at the last orbital. In the truncated space,

\[
b_N^{}b_N^\dagger|m\rangle=(m+1)|m\rangle\ \ (m<N-1),\qquad b_N^{}b_N^\dagger|N-1\rangle=0,
\]

while \(b_N^\dagger b_N^{}|m\rangle=m|m\rangle\) throughout. Since \([X,Y]=i\ell^2[b,b^\dagger]\) follows from bilinearity alone, it also holds for the truncated matrices:

\[
[P_NxP_N,P_NyP_N]=i\ell^2\bigl(P_N-N\,|N-1\rangle\langle N-1|\bigr).
\]

The trace is \(i\ell^2(N-N)=0\). The first term gives the value 1 in the interior. The second sits on the outermost orbital, a ring of radius \(R\approx\sqrt{2N}\,\ell\), and cancels the whole interior. Per unit length of ring it amounts to \(-\pi R^2/(2\pi R)=-R/2\), which grows with the size of the droplet.

An insulating crystal with a nonzero Chern number, defined below, shows the same three features: an integer in the bulk, a vanishing total, and an edge contribution that grows with the sample. There, however, the commutator is in general not proportional to \(P\), and a cell average replaces the pointwise value.

### 2. The crystal and the definition of the marker

Take noninteracting, spinless electrons on a two-dimensional lattice. The orthonormal basis states \(|\mathbf R s\rangle\) sit at \(\mathbf r=\mathbf R+\boldsymbol\tau_s\), where \(\mathbf R\) is a lattice vector and \(s\) labels the sites in a cell of area \(A_c\). The operators \(x\) and \(y\) are diagonal in this basis. The Hamiltonian has hoppings of finite range, and the Fermi level \(\mu\) lies in a gap of the infinite crystal. \(P\) projects on the states below \(\mu\), and \(Q=1-P\).

Define the local Chern marker of a site by

\[
c_{\mathbf r}=-\frac{2\pi i}{A_c}\,\langle\mathbf r|[PxP,PyP]|\mathbf r\rangle . \tag{1}
\]

The two terms of the commutator have complex-conjugate diagonal elements, because \((PxPyP)^\dagger=PyPxP\). Their difference is \(2i\) times an imaginary part, so the marker is real:

\[
c_{\mathbf r}=\frac{4\pi}{A_c}\,\mathrm{Im}\,\langle\mathbf r|PxPyP|\mathbf r\rangle . \tag{2}
\]

It is dimensionless, since two lengths are divided by an area.

Occupied Bloch states are written \(\psi_{n\mathbf k}(\mathbf r)\propto e^{i\mathbf k\cdot\mathbf r}u_{n\mathbf k}(s)\), with \(\sum_s|u_{n\mathbf k}(s)|^2=1\) and the true site position in the exponent. With \(P_{\mathbf k}=\sum_n|u_{n\mathbf k}\rangle\langle u_{n\mathbf k}|\), summed over occupied bands,

\[
\langle\mathbf r|P|\mathbf r'\rangle=\frac{A_c}{4\pi^2}\int_{\rm BZ}d^2k\;e^{i\mathbf k\cdot(\mathbf r-\mathbf r')}\,P_{\mathbf k}(s,s') . \tag{3}
\]

The prefactor is fixed by filling all bands: then \(P_{\mathbf k}=1\), and the integral must return the unit matrix.

The gap makes \(P_{\mathbf k}\) an analytic function of \(\mathbf k\), because it is a contour integral of \((z-H_{\mathbf k})^{-1}\) around the occupied energies. Shifting \(\mathbf k\) slightly into the complex plane in (3) then shows that \(\langle\mathbf r|P|\mathbf r'\rangle\) decays exponentially with \(|\mathbf r-\mathbf r'|\). For this reason the sums in (2) converge in an infinite crystal, although \(x\) and \(y\) are unbounded.

The Chern number is defined with the conventions

\[
A_j=i\sum_n\langle u_n|\partial_ju_n\rangle,\qquad
\Omega=\partial_xA_y-\partial_yA_x,\qquad
C=\frac1{2\pi}\int_{\rm BZ}\Omega\,d^2k, \tag{4}
\]

where \(\partial_j=\partial/\partial k_j\). Reversing the sign of \(A_j\), or exchanging \(x\) and \(y\), reverses the sign of \(C\).

That \(C\) is an integer can be seen by slicing the zone into loops along one reciprocal vector \(\mathbf b_1\). Let \(\Gamma\) be the total Berry phase of a loop, followed continuously as the loop moves along \(\mathbf b_2\). With \(\mathbf b_1,\mathbf b_2\) ordered as a right-handed pair, Stokes' theorem makes \(\int\Omega\,d^2k\) equal to the initial \(\Gamma\) minus the final one. The first and last loops carry the same states up to the constant site phases \(e^{-i\mathbf b_2\cdot\boldsymbol\tau_s}\), so \(e^{i\Gamma}\) is the same on both. The two phases therefore differ by a multiple of \(2\pi\).

### 3. The curvature in terms of projectors

The vectors \(u_n\) may be multiplied by phases or mixed among themselves, whereas \(P_{\mathbf k}\) does not depend on such choices. We therefore express \(\Omega\) through \(P_{\mathbf k}\), dropping the index \(\mathbf k\) within this section.

Differentiating \(P^2=P\) gives \((\partial_jP)P+P(\partial_jP)=\partial_jP\). Multiplication by \(P\) on both sides yields \(2P(\partial_jP)P=P(\partial_jP)P\), so

\[
P(\partial_jP)P=0 .
\]

Hence \((\partial_yP)P=Q(\partial_yP)P\). In \(\partial_yP=\sum_n(|\partial_yu_n\rangle\langle u_n|+|u_n\rangle\langle\partial_yu_n|)\) the second term is removed by \(Q\), which leaves

\[
(\partial_yP)P=\sum_nQ|\partial_yu_n\rangle\langle u_n|,\qquad
P(\partial_xP)=\sum_n|u_n\rangle\langle\partial_xu_n|Q .
\]

The second relation is the Hermitian conjugate of the first, with \(y\) replaced by \(x\). Their product has the trace

\[
\mathrm{Tr}\,P(\partial_xP)(\partial_yP)=\sum_n\langle\partial_xu_n|Q|\partial_yu_n\rangle
=\sum_n\langle\partial_xu_n|\partial_yu_n\rangle-\sum_{nm}\langle\partial_xu_n|u_m\rangle\langle u_m|\partial_yu_n\rangle .
\]

Orthonormality gives \(\langle\partial_xu_n|u_m\rangle=-\langle u_n|\partial_xu_m\rangle\). With \((a_j)_{mn}=\langle u_m|\partial_ju_n\rangle\), the last term, including its sign, is \(+\mathrm{Tr}\,a_xa_y\). It is symmetric in \(x\) and \(y\) and cancels when the exchanged expression is subtracted:

\[
\mathrm{Tr}\,P[\partial_xP,\partial_yP]=\sum_n\bigl(\langle\partial_xu_n|\partial_yu_n\rangle-\langle\partial_yu_n|\partial_xu_n\rangle\bigr).
\]

In the definition of \(\Omega\) the mixed second derivatives cancel too, and \(i\) times the same bracket remains. Therefore

\[
\Omega=i\,\mathrm{Tr}\,P_{\mathbf k}[\partial_xP_{\mathbf k},\partial_yP_{\mathbf k}] . \tag{5}
\]

### 4. Position as a derivative in momentum space

The matrix element of \([x,P]\) is \((x-x')\langle\mathbf r|P|\mathbf r'\rangle\). Under the integral (3), the factor \(x-x'\) can be generated by a derivative:

\[
(x-x')\,e^{i\mathbf k\cdot(\mathbf r-\mathbf r')}=-i\,\partial_x e^{i\mathbf k\cdot(\mathbf r-\mathbf r')} .
\]

Integration by parts moves the derivative to \(P_{\mathbf k}\) and changes the sign. The boundary term vanishes because the full integrand of (3) is periodic. Indeed, adding a reciprocal vector \(\mathbf G\) multiplies \(P_{\mathbf k}(s,s')\) by \(e^{-i\mathbf G\cdot(\boldsymbol\tau_s-\boldsymbol\tau_{s'})}\) and the exponential by \(e^{i\mathbf G\cdot(\mathbf r-\mathbf r')}\), and the product of these factors is \(e^{i\mathbf G\cdot(\mathbf R-\mathbf R')}=1\). Thus

\[
[x,P]\;\longleftrightarrow\;i\,\partial_xP_{\mathbf k},\qquad
[y,P]\;\longleftrightarrow\;i\,\partial_yP_{\mathbf k}, \tag{6}
\]

where the arrow means that the operator on the left has the form (3) with \(P_{\mathbf k}\) replaced by the matrix on the right.

This correspondence respects products. If \(K\leftrightarrow K_{\mathbf k}\) and \(L\leftrightarrow L_{\mathbf k}\), the sum over intermediate cells in \(KL\) contains

\[
\sum_{\mathbf R''}e^{-i(\mathbf k-\mathbf k')\cdot\mathbf R''}=\frac{4\pi^2}{A_c}\,\delta(\mathbf k-\mathbf k')
\]

within one zone. This removes one of the two momentum integrals and one prefactor, so that \(KL\leftrightarrow K_{\mathbf k}L_{\mathbf k}\). Setting \(\mathbf r=\mathbf r'\) and summing over the sites of one cell gives the cell trace

\[
\mathrm{Tr}_{\rm cell}K=\frac{A_c}{4\pi^2}\int_{\rm BZ}d^2k\;\mathrm{Tr}\,K_{\mathbf k} . \tag{7}
\]

The operator \(x\) itself has no such representation, because its matrix elements depend on the absolute position. The commutator \([x,P]\) depends on position differences and is lattice periodic.

### 5. Rewriting the commutator

The marker contains \(x\) and \(y\) themselves. To apply (6), they must be brought into commutators with \(P\). Insert \(P=1-Q\) between the two positions:

\[
[PxP,PyP]=PxyP-PxQyP-PyxP+PyQxP=-PxQyP+PyQxP . \tag{8}
\]

The terms without \(Q\) cancel because \(x\) and \(y\) commute. What remains describes a displacement out of the occupied space followed by a displacement back. If all states were occupied, \(Q\) and the marker would vanish.

Since \(PQ=0\), we may subtract \(PQx\) from \(PxQ\) without changing it:

\[
PxQ=P(xQ-Qx)=P[x,Q]=-P[x,P] .
\]

Similarly,

\[
QyP=yP-PyP=(yP-Py)P=[y,P]P .
\]

As \(Q=Q^2\), the first term of (8) is \(-(PxQ)(QyP)=P[x,P][y,P]P\). The second follows by exchanging \(x\) and \(y\) and reversing the sign. Hence

\[
[PxP,PyP]=P\,\bigl[[x,P],[y,P]\bigr]\,P . \tag{9}
\]

Every factor on the right is lattice periodic, so the marker has the period of the crystal. It is also independent of the origin, because adding a constant to \(x\) leaves \([x,P]\) unchanged.

### 6. The cell sum

Combining (6) and (9), we find

\[
[PxP,PyP]\;\longleftrightarrow\;P_{\mathbf k}[i\partial_xP_{\mathbf k},i\partial_yP_{\mathbf k}]P_{\mathbf k}
=-P_{\mathbf k}[\partial_xP_{\mathbf k},\partial_yP_{\mathbf k}]P_{\mathbf k} .
\]

By (5), \(\mathrm{Tr}\,P_{\mathbf k}[\partial_xP_{\mathbf k},\partial_yP_{\mathbf k}]=-i\Omega\), so the matrix on the right has trace \(+i\Omega\). Equation (7) then gives

\[
\mathrm{Tr}_{\rm cell}[PxP,PyP]=\frac{A_c}{4\pi^2}\int_{\rm BZ}i\,\Omega\,d^2k
=\frac{A_c}{4\pi^2}\,i\,(2\pi C)=\frac{iA_cC}{2\pi} .
\]

Multiplication by the prefactor in (1) yields

\[
\sum_{\mathbf r\in\rm cell}c_{\mathbf r}=-\frac{2\pi i}{A_c}\cdot\frac{iA_cC}{2\pi}=C . \tag{10}
\]

This is the bulk result. Because \(A_c\) stands in the denominator of (1), the sum over the sites of a cell is also the average of the marker density over the cell area: with \(A_cc_{\mathbf r}\) as the weight of a site, the total weight divided by \(A_c\) is \(C\). The derivation allows any number of occupied bands and any arrangement of sites. It uses the gap, through the smoothness of \(P_{\mathbf k}\), and lattice periodicity.

In an infinite gapped crystal, the local Chern markers of one cell sum to the Chern number \(C\). It remains to see what happens in open samples, where the total vanishes, and under disorder, and to test the results on a worked example.
